# When cross-heating in a transistor array is reciprocal: a guided problem, part 2

Three transistor fingers share a silicon-on-insulator cell and warm one another. Let \(\theta\) be the steady temperature rise above the sink, \(\mathbf q\) the heat flux, \(p\) the heat source density and \(K\) the conductivity tensor (\(k\) if scalar). Finger \(j\) has power \(P_j\), normalized heating profile \(w_j\) and field per watt \(\theta_j\). The mean rises are \(\Delta T_i=\sum_jR_{ij}P_j\), with \(R_{ij}=\int w_i\theta_j\,dV\).

For two fields \((\theta,\mathbf q)\) and \((\varphi,\mathbf g)\) under the same interface and surface conditions, whatever the flux law,

\[
\int\varphi\,p\,dV=-\int\mathbf q\cdot\nabla\varphi\,dV+B(\theta,\varphi),
\tag{4}
\]

\[
B(\theta,\varphi)=\int_{\rm interfaces}r\,q_ng_n\,dA+\int_{\rm film}h\,\theta\varphi\,dA .
\tag{5}
\]

Here \(r\) is the interface resistance, \(h\) the film coefficient at the sink, and \(q_n,g_n\) are normal fluxes. For \(K\) independent of temperature,

\[
R_{ij}=\int\nabla\theta_j\cdot K\nabla\theta_i\,dV+B(\theta_i,\theta_j).
\tag{7}
\]

\[
R_{ij}(K)=R_{ji}(K^{\mathsf T}).
\tag{11}
\]

If \(K\) is also symmetric, part (c) gives \(R_{ij}=R_{ji}\), with \(R\) positive definite for linearly independent profiles.

Thermometers shaped like their sources but displaced by a small \(a\) along \(x\) give readings \(S_{ij}\) with

\[
S_{ij}-S_{ji}\simeq a\left(\left\langle\frac{\partial\theta_j}{\partial x}\right\rangle_i-\left\langle\frac{\partial\theta_i}{\partial x}\right\rangle_j\right),
\tag{13}
\]

where \(\langle\;\rangle_i\) averages with \(w_i\).

The cell has width \(W=20\) µm, finger length \(L=200\) µm and area \(A=WL=4.0\times10^{-9}\) m². From the top come a silicon film (\(d=2\) µm), buried oxide (\(t_{\rm ox}=1\) µm) and silicon handle (20 µm), with \(k=140\) and \(k_{\rm ox}=1.4\) W/(m K). Doping multiplies the film's \(k\) by \(1-0.35\exp[-((x-7.5)/2.0)^2]\), \(x\) in µm. Both oxide interfaces have \(r=1.0\times10^{-8}\) m² K/W; top and sides are adiabatic; at the bottom \(h=5.0\times10^6\) W/(m² K). With \(z\) measured downwards, the profiles in the film are

\[
w_j\propto\exp\!\left[-\frac{(x-x_j)^2}{2\sigma_j^2}-\frac{z}{d_j}\right],
\]

with \(x_j=5.0,\,10.0,\,14.5\) µm, \(\sigma_j=0.9,\,1.3,\,1.0\) µm and \(d_j=0.5,\,1.2,\,0.8\) µm.

Part (g) solves the heat equation numerically and asks: is the matrix symmetric, and how hot are the fingers at \(P=(100,\,60,\,40)\) mW?

**Solution.** The method represents \(\theta\) in each layer by polynomials and imposes the equations at points (Chebyshev collocation). Its linear system is not symmetric, so a symmetric \(R\) is not built in. The result, in K/W, is

\[
R=\begin{pmatrix}319.3&264.6&237.7\\264.6&291.4&273.4\\237.7&273.4&308.9\end{pmatrix}.
\]

Let the asymmetry be the largest \(|R_{ij}-R_{ji}|\) divided by the largest element. It is \(6.5\times10^{-3}\) on a coarse set of points and \(6.9\times10^{-7}\) on a fine one. The exchange symmetry appears as the solution converges, although the fingers differ and the doped region lies between the first two. The eigenvalues, 18, 78 and 824 K/W, are positive, as part (c) requires.

For the first finger,

\[
\Delta T_1=0.100\times319.3+0.060\times264.6+0.040\times237.7=31.9+15.9+9.5=57.3\ \text{K}.
\]

The other two rise by 54.9 K and 52.5 K. Of the 57.3 K, neighbours supply 25.4 K. A power of 100 mW in finger 1 warms finger 3 by 23.8 K, and the same power in finger 3 warms finger 1 by 23.8 K.

### (h) A negative contribution

**Question.** The gradient form (7) divides the elements as follows, in K/W:

| | film | oxide | handle | interfaces | sink |
|---|---|---|---|---|---|
| \(R_{11}\) | 43.6 | 184.5 | 36.1 | 5.2 | 50.0 |
| \(R_{13}\) | −26.0 | 173.5 | 35.4 | 4.9 | 50.0 |

Why can the film contribute a negative amount to \(R_{13}\)? Estimate both film entries.

**Solution.** The film share of \(R_{13}\) is the integral of \(k\,\nabla\theta_1\cdot\nabla\theta_3\). Between the two fingers, heat from finger 1 flows to the right and heat from finger 3 to the left. The gradients are opposed there and their product is negative. For \(R_{11}\) the integrand is a square, so its share cannot be negative.

For an estimate, treat the film as a thin sheet of uniform conductivity, and let the heat leak into the oxide evenly over the width \(W\). For one watt released at \(x=a\), let \(F_a(x)\) be the power that crosses the section at \(x\) towards the right. To the left of the source, the leakage between 0 and \(x\) must be supplied by leftward flow. To the right, the leakage between \(x\) and \(W\) is supplied by rightward flow:

\[
F_a=-\frac xW\ (x<a),\qquad F_a=\frac{W-x}W\ (x>a).
\]

The lateral gradient is \(-F_a/(kdL)\), with \(kdL=140\times10^{-6}\times2\times200=0.056\) W µm/K. The film share for sources at \(a\) and \(b\) is then \(\int F_aF_b\,dx/(kdL)\). For \(a=b=5\) µm,

\[
\int_0^WF_a^2\,dx=\frac{a^3+(W-a)^3}{3W^2}=\frac{125+3375}{1200}=2.92\ \text{µm},
\]

which gives \(2.92/0.056=52\) K/W. For \(a=5\) µm and \(b=14.5\) µm, the outer stretches contribute positively and the middle one negatively:

\[
\int_0^WF_aF_b\,dx=\frac1{W^2}\left[\frac{a^3}3+\frac{(W-b)^3}3-\int_a^bx(W-x)\,dx\right]
=\frac{41.7+55.5-878.0}{400}=-1.95\ \text{µm},
\]

which gives \(-35\) K/W. The computed shares are 43.6 and −26.0 K/W. The estimate has the right signs and roughly the right sizes, with errors of about 20 % and 35 % of the computed shares. Several omissions of similar size partly cancel. The leakage is in fact stronger where the film is hotter, which reduces both magnitudes (alone, to about 41 and −25 K/W if the handle is taken as cold, or 44 and −27 K/W if the leakage passes through the whole stack). The finite width of the source lowers the first integral by about \(\sigma/\sqrt\pi-\sigma^2/W\approx0.47\) µm, or 8 K/W, and hardly affects the second. The doped region works the other way and increases both magnitudes (alone, to about 63 and −42 K/W). The vertical gradients add about 4 K/W to the first share and about 2 K/W to the second.

### (i) Breaking the conditions one at a time

**Question.** First displace all thermometers by 1.2 µm to the right of their fingers. Then restore the original readings and give the film a conductivity with off-diagonal elements. What happens to the symmetry?

**Solution.** The thermometers have \(\sigma=0.9\) µm and depth 0.5 µm. The computed readings are \(S_{12}=271.5\) and \(S_{21}=254.9\) K/W, a difference of 16.6 K/W. For the outer pair, \(S_{13}=243.7\) and \(S_{31}=233.6\) K/W differ by 10.1 K/W. The largest difference is 5.3 % of the largest element of \(S\).

The sheet estimate of part (h) can be put into (13). For the first pair, the power from finger 2 that passes finger 1 is \(5/20=0.25\) per watt, and the power from finger 1 that passes finger 2 is \(10/20=0.50\) per watt. Hence

\[
S_{12}-S_{21}\approx1.2\times\frac{0.25+0.50}{0.056}=16\ \text{K/W}.
\]

For the outer pair the fractions are 0.25 and \(5.5/20=0.275\), which gives 11 K/W. The displacement thus accounts for the sign and the approximate size of both differences. Closer agreement should not be read into a model that also ignores the different shapes of thermometer and source.

For the second change, a smooth patch of the film receives elements \(K_{xz}\) and \(K_{zx}\) with a peak magnitude of 56 W/(m K). This is made large on purpose and is not a property of silicon. With \(K_{xz}=K_{zx}\), a tilted anisotropic crystal, the asymmetry is \(2.1\times10^{-6}\), which is at the level of the numerical error. With \(K_{zx}=-K_{xz}\), the results are \(R_{12}=263.7\) and \(R_{21}=267.8\) K/W. When the sign of the antisymmetric part is reversed, the two values change places, as (11) requires.

### (j) Conductivity that depends on temperature

**Question.** The conductivity of silicon falls as the material warms. Take \(k\propto T^{-1.3}\) in the film and the handle, with the sink at 300 K. Is the incremental matrix \(M_{ij}=\partial\Delta T_i/\partial P_j\) symmetric?

**Solution.** Let \(\theta\) be the rise at the operating powers and \(u_j=\partial\theta/\partial P_j\). Differentiate \(\mathbf q=-k(T)\nabla\theta\) with respect to \(P_j\), and write \(k'=dk/dT\):

\[
\mathbf q'_j=-k\nabla u_j-k'u_j\nabla\theta,\qquad\nabla\cdot\mathbf q'_j=w_j .
\tag{14}
\]

The second term carries heat in proportion to \(u_j\) itself, as a flowing medium would. With constant \(r\) and \(h\), the fields \(u_j\) obey the same interface and surface conditions as before. Identity (4), which does not need Fourier's law, gives with source \(w_i\) and \(\varphi=u_j\)

\[
M_{ij}=\int w_iu_j\,dV=\int k\nabla u_i\cdot\nabla u_j\,dV+\int k'u_i\nabla\theta\cdot\nabla u_j\,dV+B(u_i,u_j).
\]

The first and last terms are symmetric. Subtracting the expression with \(i\) and \(j\) exchanged leaves

\[
M_{ij}-M_{ji}=\int k'\,(u_i\nabla u_j-u_j\nabla u_i)\cdot\nabla\theta\,dV .
\tag{15}
\]

This is not zero in general. It vanishes as the operating powers go to zero, since \(\nabla\theta\) then vanishes, and \(M\) goes over into \(R\).

At 100, 60 and 40 mW the computed matrix, in K/W, is

\[
M=\begin{pmatrix}338.2&271.6&239.4\\268.9&302.2&280.0\\234.7&277.3&320.3\end{pmatrix}.
\]

Its asymmetry is 1.4 % of the largest element. Its first column also follows from the full nonlinear solution when \(P_1\) is changed slightly about 100 mW: the differences give 338.18, 268.85 and 234.68 K/W, equal to the linearized values to the digits printed.

In each pair the larger element is the one read at the hotter finger. A simpler case shows how this can arise. In a single uniform material with an isothermal sink, define \(\psi=\int_0^{\theta}k\,d\theta'\). Then \(\mathbf q=-\nabla\psi\) and \(-\nabla^2\psi=p\), so \(\psi\) is linear in the powers. Let \(\psi_j\) be its value per watt in source \(j\). Differentiation gives \(u_j=\psi_j/k(T)\), and hence

\[
M_{ij}=\int\frac{w_i\,\psi_j}{k(T)}\,dV .
\]

Without the factor \(1/k(T)\) this integral is symmetric by part (c). The factor is taken at the finger that is read, and it is larger where the material is hotter. That the same mechanism sets the signs in the layered cell is a plausible conjecture, not something shown here.

In relative terms the temperatures change less than the diagonal elements of the incremental matrix do. The mean rises become 58.5, 55.5 and 52.7 K, instead of 57.3, 54.9 and 52.5 K with constant \(k\). The increase for finger 1 is 2.1 % of its linear value. These shifts isolate the silicon. The oxide, which carries more than half of each element, is held at constant \(k\) here, whereas the conductivity of real silica rises with temperature, roughly as \(T^{0.3}\) near room temperature. With that rise included the mean rises are about 57.3, 54.4 and 51.6 K, so the net increase vanishes or changes sign, while the asymmetry of \(M\) stays near 1.4 %.

### (k) How far the example stands from a real device

**Question.** Which neglected effects matter for these numbers, and which of them threaten the symmetry itself?

**Solution.** One must separate effects that change the values of \(R\) from effects that break \(R_{ij}=R_{ji}\). Scattering of phonons at the film surfaces is of the first kind as long as it is described by a lower film conductivity. With a rough phonon path of 0.3 µm, the Fuchs–Sondheimer factor for a 2 µm film is 0.944. The factor describes in-plane conduction; for simplicity it is applied below to both directions. A single path is also a simplification, since phonons in silicon have a broad spread of paths reaching beyond 1 µm. A path of 1 µm would give a factor of 0.82 and changes of \(R\) about 3.6 times those found below.

Its effect on \(R\) can be found from (4). Let \(\theta'_j\) and \(R'\) belong to the symmetric tensor \(K+\delta K\). Applying (4) with source \(w_i\) in the old body, and with source \(w_j\) in the new one, gives

\[
R'_{ij}=\int\nabla\theta'_j\cdot K\nabla\theta_i\,dV+B,\qquad
R_{ij}=\int\nabla\theta_i\cdot(K+\delta K)\nabla\theta'_j\,dV+B,
\]

with the same \(B\). In the second equation \(R_{ji}=R_{ij}\) was used. The difference is

\[
R'_{ij}-R_{ij}=-\int\nabla\theta_i\cdot\delta K\nabla\theta'_j\,dV .
\]

To first order \(\theta'_j\) may be replaced by \(\theta_j\). A film conductivity lowered by 5.6 % then raises \(R_{11}\) by \(0.056\times43.6=2.4\) K/W, or 0.8 %, and lowers \(R_{13}\), whose film share is negative. The full calculation gives 0.81 % as the largest relative change of any element.

The cross-section also assumes heating along the whole length between end trenches. If the film continued unheated beyond the finger ends, heat would spread there over a healing length \(\ell\). In a thin film, the change of lateral heat flow balances the leakage through the oxide and its two interfaces, \(kd\,\theta''=\theta/(t_{\rm ox}/k_{\rm ox}+2r)\), if the handle below is taken as cold. The solutions vary as \(e^{\pm x/\ell}\), with

\[
\ell=\sqrt{k\,d\left(\frac{t_{\rm ox}}{k_{\rm ox}}+2r\right)}=14.3\ \text{µm}.
\]

This is 7.2 % of the finger length, which indicates the scale of the end correction for a cold handle. The handle is not cold and spreads heat as well; with handle and sink included, the mean rise of an undoped stack heated at its surface falls by about 10 %.

The layer thicknesses and conductivities are meant to resemble a silicon-on-insulator power device. The total of 200 mW on \(4.0\times10^{-5}\) cm² is 5 kW/cm², which is high for continuous operation. The value of \(h\) is a stand-in and contributes 50 K/W to the elements listed in part (h), so the absolute temperatures are no better than that choice. It equals only 28 µm of further silicon, which is the order expected when a single cell spreads its heat into a large, well-cooled die. If identical cells were repeated side by side, as adiabatic side walls suggest, 300 µm of further silicon alone would add \(300\times10^{-6}/(140\times4.0\times10^{-9})\approx540\) K/W, or more than 100 K at 200 mW, and the results of part (j) would have to be recomputed. Metal lines above the film are left out. They would change the values, but as linear conductors with symmetric \(K\) they would not disturb the symmetry.

Real devices do break two of the assumptions. Silicon conducts less well when hot, which for these powers makes the incremental matrix asymmetric by 1.4 %. The heated region can also move when the bias changes, and then \(w_i\) is no longer one fixed profile. That effect was not calculated. The displaced thermometers give a sense of scale: a mismatch of 1.2 µm between reading and heating produced an asymmetry of 5.3 % in this cell. A comparison of \(R_{ij}\) with \(R_{ji}\) is therefore a sound check of measured data when the rises are small, the bias of each finger is the same whenever its profile enters, and the reading follows the heat. The computed values quoted in this half are in the numerical output below or follow from it by simple arithmetic; the hand estimates are derived in the text, and the approximate figures for single omissions in parts (h), (j) and (k) come from simple variants of the same models and are not in that output.

## Computed values

```
cell width, finger length (um): 20  200
film, oxide, handle thickness (um): 2  1  20
k silicon, k oxide (W/(m K)): 140.0  1.4
doped region: k lowered at its centre by 35 %, centre 7.5 um, 1/e half-width 2.0 um
resistance of each interface: 1.0e-08 m^2 K/W
sink film coefficient: 5.0e+06 W/(m^2 K)
finger centres (um): 5.0  10.0  14.5
finger Gaussian sigmas (um): 0.9  1.3  1.0
heating decay depths (um): 0.5  1.2  0.8
R row 1 (K/W): 319.323  264.554  237.685
R row 2 (K/W): 264.555  291.418  273.353
R row 3 (K/W): 237.685  273.353  308.876
relative asymmetry of R, coarse grid: 6.5e-03
relative asymmetry of R, fine grid: 6.9e-07
energy form against R, relative: 8.2e-07
eigenvalues of R (K/W): 18.45  77.54  823.62
energy parts: film, oxide, handle, interfaces, sink
  of R_11 (K/W): 43.63  184.45  36.07  5.16  50.00
  of R_13 (K/W): -26.02  173.45  35.40  4.86  50.00
series resistance from oxide top to sink (K/W): 266.786
mean rise at oxide top per watt, fingers 1-3 (K/W): 266.786  266.786  266.786
powers (mW): 100  60  40
linear mean rises (K): 57.31  54.87  52.52
thermometer shift, sigma, depth (um): 1.2  0.9  0.5
displaced thermometers S_12, S_21 (K/W): 271.49  254.91
displaced thermometers S_13, S_31 (K/W): 243.67  233.55
relative asymmetry of S: 5.34 %
off-diagonal film conductivity, peak (W/(m K)): 56
symmetric tilted tensor, asymmetry: 2.1e-06
antisymmetric part, R_12, R_21 (K/W): 263.73  267.81
antisymmetric part reversed, R_12, R_21 (K/W): 267.81  263.73
sink temperature (K): 300; k_Si exponent: -1.3
mean rises with k_Si(T) (K): 58.49  55.54  52.71
incremental matrix row 1 (K/W): 338.18  271.58  239.42
incremental matrix row 2 (K/W): 268.85  302.20  280.04
incremental matrix row 3 (K/W): 234.68  277.32  320.27
finite-difference column 1 (K/W): 338.18  268.85  234.68
relative asymmetry of incremental matrix: 1.40 %
phonon path (um): 0.3; film k factor: 0.944
largest change of R from that factor: 0.81 %
film healing length (um): 14.3; over finger length: 7.2 %
```
